Mean Exit Time from Two Rapidly Exchanging Surface States

**Q.** A surface group hops back and forth between two states, A and B, and can leave for good from either. From A it leaves quickly, from B slowly. If the hopping is very fast, surely the mean exit time is the average of the two lifetimes?

**A.** Let us calculate it. Let a and b be the exit rates from A and B, and let k be the hopping rate, the same from A to B as from B to A. I take a and b non-negative with

S = a + b > 0,

and k > 0. Each rate is constant and does not depend on how the group reached its state. This is a Markov chain, and it is absorbing because an exit is final. In the algebra I use atomic units, so ħ = 1 and rates are inverse atomic times.

A group in A is still there after time t with probability exp[−(a+k)t]. Its mean stay is therefore

∫₀^∞ exp[−(a+k)t] dt = 1/(a+k).

The probability that the stay ends in a hop is

∫₀^∞ k exp[−(a+k)t] dt = k/(a+k).

For B, replace a by b.

**Q.** But the group may return to A any number of times. How do you know that the mean is finite?

**A.** Start in A and call one visit to A, with the visit to B that may follow, a round. The mean time spent in one round is

τ = 1/(a+k) + [k/(a+k)]·[1/(b+k)] = (b+2k)/[(a+k)(b+k)].

The second term carries the probability that B is reached at all. Another round follows if both visits end in hops, with probability

q = k²/[(a+k)(b+k)].

The denominator is k² + kS + ab, which exceeds k², so q < 1. Round number n+1 takes place with probability qⁿ, and the mean total time is a geometric series:

T_A = τ(1 + q + q² + …) = τ/(1−q).

Since

1 − q = [(a+k)(b+k) − k²]/[(a+k)(b+k)] = (ab+kS)/[(a+k)(b+k)],

the common denominators cancel:

T_A = (b+2k)/(ab+kS).

Exchanging the letters gives the time for a start in B:

T_B = (a+2k)/(ab+kS).

Now divide numerator and denominator of T_A by k:

T_A = (2+b/k)/(S+ab/k) → 2/S as k → ∞,

with a and b held fixed. T_B has the same limit. So the mean exit time tends to 2/(a+b), which is one divided by the average rate. It is not the average lifetime.

**Q.** Why should rates be averaged and not lifetimes?

**A.** Because the group does not live out a whole lifetime in one state. Let p_A and p_B be the probabilities of being in each state and not yet gone. Define P = p_A + p_B, the survival probability, and Δ = p_A − p_B. The rate equations are

dp_A/dt = −(a+k)p_A + kp_B,
dp_B/dt = −(b+k)p_B + kp_A.

Add and subtract them, using p_A = (P+Δ)/2 and p_B = (P−Δ)/2. With d = (a−b)/2,

dP/dt = −(S/2)P − dΔ,
dΔ/dt = −(2k+S/2)Δ − dP.

The difference Δ relaxes at a rate close to 2k, while P changes at a rate of order S. When k is large, Δ soon falls to about −dP/(2k), which is small compared with P. Each state then holds half of the surviving probability, and the exit rate is (a+b)/2.

Your average of lifetimes belongs to the opposite case. With no hopping, and equal chances of starting in A and B, the mean is (1/a+1/b)/2, provided neither exit rate is zero.

**Q.** What if B has no exit at all? Then a single hop into B could be costly.

**A.** Set b = 0 in the formulas:

T_A = 2k/(ka) = 2/a,
T_B = (a+2k)/(ka) = 2/a + 1/k.

For a start in A the answer is 2/a at every k > 0, even when hopping is slow. Yet at k = 0 the group never sees B, and the mean is 1/a. The limit k → 0 therefore does not join on to the value at k = 0. For small k, a hop into B occurs with probability about k/a, but the stay there lasts 1/k on average. The product is 1/a, which does not vanish. A rare trap still contributes to the mean.

**Q.** "Very fast" is not a number. How large is the error at finite k?

**A.** Subtract the limit from T_A and use a common denominator:

T_A − 2/S = [S(b+2k) − 2(ab+kS)]/[S(ab+kS)].

The terms 2kS cancel. What remains in the numerator is Sb − 2ab = b(a+b−2a) = b(b−a), so

T_A − 2/S = b(b−a)/[S(ab+kS)].

Dividing by 2/S gives the error relative to the limit:

T_A/(2/S) − 1 = b(b−a)/[2(ab+kS)].

Since |b−a| ≤ S and ab+kS ≥ kS, its size is at most b/(2k). For a start in B, exchange the letters; the bound becomes a/(2k). Thus, if the start is unknown, it is enough that k is large compared with both exit rates.

If a > b > 0, the mean time for a start in A lies below the limit and that for a start in B above it. For equal chances of either start, the error is the average of the two:

[b(b−a) + a(a−b)]/[2S(ab+kS)] = (a−b)²/[2S(ab+kS)].

It is never negative, so in this model finite hopping can only lengthen that mean, or leave it unchanged when a = b.

**Q.** A mean is not a distribution. May a simulation draw the exit time from a single exponential?

**A.** In the fast limit, yes. Look for solutions of the equations for P and Δ that decay as exp(−λt). They exist if

(S/2−λ)(2k+S/2−λ) − d² = 0.

Put λ = k + S/2 + x. The brackets become −(k+x) and k−x, whose product is x² − k². Hence x² = k² + d², and

λ± = k + S/2 ± √(k²+d²).

For a start in A, write P = c exp(−λ₋t) + (1−c)exp(−λ₊t). The initial slope is −a, because exit from A is the only loss at t = 0. Therefore cλ₋ + (1−c)λ₊ = a, which gives

c = (λ₊−a)/(λ₊−λ₋).

For large k, √(k²+d²) ≈ k + d²/(2k). To leading order,

λ₋ ≈ S/2 − d²/(2k), λ₊ ≈ 2k, 1−c ≈ (a−b)/(4k).

The fast part loses its weight as 1/k, and the rest tends to exp(−St/2).

**Q.** The simulation must also know from which state the group left.

**A.** Let θ_A and θ_B be the mean total times spent in A and B before exit, for a start in A. Every entry into B is matched by a departure from B, so kθ_A = (b+k)θ_B. One exit happens in the end, so aθ_A + bθ_B = 1. Insert θ_B = kθ_A/(b+k) into the second relation and multiply by b+k:

θ_A[a(b+k) + bk] = b+k, hence θ_A = (b+k)/(ab+kS).

The probability of leaving through A is

aθ_A = a(b+k)/(ab+kS) → a/S.

In the fast limit p_A = p_B after the brief initial relaxation, so the exit fluxes stay in the ratio a:b. The exit state is then independent of the exit time, and the two may be drawn separately. Hops occur at rate k in either state, so their mean number is kT_A, which is close to 2k/S in the fast limit. One random time and one random choice replace all of them.

This also limits inference. In the fast limit, exit times alone determine a+b but not a and b separately. The shares of exits through A and B supply the missing ratio a:b.

**Q.** Give me a case with numbers.

**A.** Consider the deposition of alumina from trimethylaluminium and water. The precursor reacts with a surface hydroxyl, releases methane and leaves a dimethylaluminium group bound to oxygen. Suppose this group leans towards one of two neighbouring hydroxyls and switches between them. It exits by releasing a second methane with either one. I take 473 K, a purge without precursor gas, and rough model barriers of 0.60 eV for switching, 0.85 eV for exit from A and 0.95 eV for exit from B. These are not computed for a particular surface.

Each rate is taken as

rate = (k_BT/h) exp[−E/(k_BT)],

where k_B is Boltzmann's constant, T the temperature, h Planck's constant and E the barrier. In atomic units the prefactor is k_BT/(2π). Here k_BT = 0.04076 eV and the prefactor is 9.856×10¹² s⁻¹. For switching, E/(k_BT) = 0.60/0.04076 = 14.72. The three rates are

k = 3.99×10⁶ s⁻¹, a = 8650 s⁻¹, b = 744 s⁻¹.

The fast limit is

2/(8650+744) s = 213 µs,

or 8.80×10¹² atomic units of time. The separate lifetimes are 116 µs and 1344 µs, and their average is 730 µs, more than three times the answer.

Here k/a = 461. The formulas at finite k give T_A = 212.89 µs and T_B = 213.10 µs. I keep these digits only to show the difference. Relative to the limit the errors are −0.008% and +0.09%, within the bounds of 0.009% and 0.11%.

A direct stochastic simulation draws each waiting time and then chooses between hop and exit in proportion to their rates. For 20,000 trajectories starting in A it gives a mean of 214.0 µs with a standard error of 1.5 µs. That agrees with the limit but is too coarse to resolve the finite-k error. The formula gives 849 hops before exit on average, against 853 in the simulation. The limiting share of exits through A is a/S = 92.1%, against 91.9% in the simulation.

**Q.** Where would the approximation fail for these exit rates?

**A.** Hold a and b fixed and change k. At k = 100a, T_A and T_B are 0.9996 and 1.004 times the limit. At k = 10a the factors are 0.996 and 1.04. At k = a they are 0.97 and 1.39, and at k = 0.01a they are 0.59 and 5.7.

The start in B suffers more because its relative error carries the factor a, whereas the start in A carries the smaller b. A good result from A therefore does not prove that hopping is fast enough for B.

**Q.** You assumed equal hopping rates. Two sites on a real surface will hardly have equal energies.

**A.** Then the limit changes. Let k_AB be the rate from A to B and k_BA the reverse rate. The mean time from A is its mean stay plus the hop probability times T_B. Multiplying by the total departure rate gives the first equation below, and B gives the second:

(a+k_AB)T_A − k_ABT_B = 1,
(b+k_BA)T_B − k_BAT_A = 1.

Multiply the first by k_BA, the second by k_AB, and add. The terms with the product k_ABk_BA cancel:

k_BAaT_A + k_ABbT_B = k_AB + k_BA.

Let both hopping rates grow at a fixed ratio. This relation keeps T finite for any state with a non-zero exit rate. The equation for that state then makes T_A−T_B vanish as one over the hopping rate. The common limit is

T∞ = (k_AB+k_BA)/(k_BAa+k_ABb).

Setting this equal to 2/S and multiplying out gives (k_AB−k_BA)(a−b) = 0. The simple result therefore needs equal hopping rates or equal exit rates.

For the example, let the energies differ by 0.05 eV. I divide the uphill hopping rate and multiply the downhill one by exp[0.05 eV/(2k_BT)], as thermal balance allows, and hold both exit barriers fixed, each measured from its own state. If B is higher, T_A becomes 146 µs; if A is higher, it becomes 394 µs. The group spends more time in the lower state, and that state's exit rate counts for more.

**Q.** So how far should I trust 213 µs for a real reactor?

**A.** As an order of magnitude at best. The temperature is in the usual range for this process, but the barriers are rough. An error of 0.1 eV changes a rate by a factor of 12, so if both exit barriers were wrong by that amount in the same direction, the time would change by the same factor. Real alumina surfaces also offer hydroxyls in unlike surroundings, which breaks the assumption of equal energies; the 0.05 eV shifts above changed the time by −32% and +85%. A temperature 5 K higher gives 169 µs at fixed barriers.

Protons can also tunnel. For a parabolic barrier, let ε be the energy above its top divided by k_BT, and u the energy quantum of the inverted barrier (the oscillator obtained by turning the parabola upside down) divided by k_BT. The transmission is 1/[1+exp(−2πε/u)]. Averaging it with the thermal weight exp(−ε), by numerical integration from the foot of the 0.85 eV barrier, multiplies the exit rate by 1.9 for a rough quantum of 0.15 eV. Applied to both exits, this shortens the time to about 112 µs.

**Q.** Those errors move the answer. Could they also destroy the separation between hopping and exit?

**A.** Errors of 0.1 eV can weaken it, and larger ones can destroy it. Raise the switching barrier by 0.1 eV, lower the exit barrier from A by 0.1 eV, and keep b fixed. Then k/a falls from 461 to 3.4. T_A is still within about 0.1% of its new fast limit, but T_B is 14% above it. Heating also reduces the ratio, since exit has the higher barrier: at 573 K, k/a is 158 with the original barriers.

The Markov assumption needs the group to forget its last hop before the next event. For a rough relaxation time of 10 ps, k times that time is about 4×10⁻⁵, so ordinary thermal events are far apart compared with the relaxation. This number does not cover prompt returns. A group that has just crossed the barrier still carries about 0.60 eV, and if relaxation lasts many vibrational periods it may well bounce straight back. Such returns are over within picoseconds and lower the effective k below the formula above; the limit 2/(a+b) does not depend on k as long as k stays large compared with a and b. Desorption is a further exit that I left out. With a rough barrier of 2.0 eV and a prefactor of 10¹⁶ s⁻¹, its chance before exit is about 10⁻⁹.

**Q.** And if the precursor gas has not been purged?

**A.** Then the surroundings may change while the group waits. The arrival rate per area is p/√(2πmk_BT), with p the pressure and m the molecular mass. At 0.1 Torr, with a mass of 72 u and a site area of 0.2 nm², about 8 molecules strike the site in 213 µs. If a fraction 0.005 of them react, a rough assumption, that is 0.04 reactive arrivals per site during one mean exit time. With six neighbouring sites it is about 0.24, and one of them then reacts before the group exits in about one case in five. Constant rates are therefore only a rough approximation here, and a higher pressure or reaction probability would require rates that change with the neighbours.

With these barriers the case is also the common one: if the precursor pulse lasts milliseconds or longer, most groups exit before the purge begins. Even in a purge, neighbouring groups that release methane on the same time scale can change the surroundings. The example leaves this out.
